# Charge-State Envelope and Effective Correlation Energy of a Three-State Defect: a numerical check

```python
"""
Result under test: for three consecutive defect charge states with formation
energies E_s(E_F) = E_s(0) + s*E_F, the middle state q is on the lower envelope
over a Fermi-energy interval of length max(0, U), where
    U = E_(q+1) + E_(q-1) - 2 E_q.
U < 0 (negative effective correlation energy) removes q from the envelope.
Symbols: s charge in units of e; E_F Fermi energy above the valence-band edge;
level(a/b) Fermi energy at which charge states a and b have equal energy.
Energies are in eV and lengths in nm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, logsumexp

K_B = const.k / const.e
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm


def correlation_energy(upper, middle, lower):
    """Arguments: energies of charges q+1, q, q-1 at one Fermi energy."""
    return upper + lower - 2 * middle


def crossing(energies, a, b):
    """Numerical crossing of two formation-energy lines."""
    return brentq(lambda f: energies[a] + a*f - energies[b] - b*f, -20, 20)


def stable_states(energies, fermi):
    """Charge of lowest formation energy at each Fermi energy."""
    charges = np.array(sorted(energies, reverse=True))
    lines = np.array([energies[s] + s * fermi for s in charges])
    return charges[np.argmin(lines, axis=0)]


# General result: brute-force envelopes of random triples.
rng = np.random.default_rng(4)
fermi_grid = np.linspace(-6, 6, 24001)
step = fermi_grid[1] - fermi_grid[0]
signs_seen = set()
for _ in range(200):
    q = int(rng.integers(-2, 3))
    e_up, e_mid, e_low = rng.uniform(0, 3, 3)
    triple = {q + 1: e_up, q: e_mid, q - 1: e_low}
    u_value = correlation_energy(e_up, e_mid, e_low)
    width = np.sum(stable_states(triple, fermi_grid) == q) * step
    assert abs(width - max(0, u_value)) < 2 * step  # grid resolution
    outer = np.minimum(e_up + (q+1)*fermi_grid, e_low + (q-1)*fermi_grid)
    excess = np.min(e_mid + q * fermi_grid - outer)
    assert abs(excess + u_value / 2) < 2 * step
    signs_seen.add(np.sign(u_value))
    # Energy error a + b*s + c*s^2: effect on U and on the outer crossing.
    a, b, c = rng.uniform(-0.3, 0.3, 3)
    changed = {s: e + a + b*s + c*s*s for s, e in triple.items()}
    u_changed = correlation_energy(changed[q+1], changed[q], changed[q-1])
    assert abs(u_changed - u_value - 2*c) < 1e-10
    moved = crossing(changed, q+1, q-1) - crossing(triple, q+1, q-1)
    assert abs(moved + b + 2*c*q) < 1e-9
assert signs_seen == {-1.0, 1.0}

# Worked example.
gap = 1.12
defect = {1: 1.60, 0: 2.60, -1: 3.35}
U = correlation_energy(defect[1], defect[0], defect[-1])
level_p0 = crossing(defect, 1, 0)
level_0m = crossing(defect, 0, -1)
level_pm = crossing(defect, 1, -1)
assert abs(level_p0 - (defect[0] - defect[1])) < 1e-9
assert abs(level_0m - (defect[-1] - defect[0])) < 1e-9
assert abs(level_pm - (level_p0 + level_0m) / 2) < 1e-9
assert abs(U - (level_0m - level_p0)) < 1e-9
assert U < 0 < level_pm < gap
gap_grid = np.linspace(0, gap, 5001)
example_states = stable_states(defect, gap_grid)
assert set(example_states) == {1, -1}
switch = gap_grid[np.argmax(example_states == -1)]
assert abs(switch - level_pm) < 2 * gap / 5000
for fermi in (0, 0.4, gap):
    pair_change = (defect[1] + fermi) + (defect[-1] - fermi) - 2*defect[0]
    assert abs(pair_change - (level_0m - level_p0)) < 1e-9

# Contrasts: sign reversed; positive U hidden outside the gap.
positive = {1: 1.60, 0: 2.35, -1: 3.35}
U_positive = correlation_energy(positive[1], positive[0], positive[-1])
positive_states = stable_states(positive, gap_grid)
assert U_positive > 0 and set(positive_states) == {1, 0, -1}
assert abs(crossing(positive, 1, -1) - level_pm) < 1e-9
hidden = {1: 1.60, 0: 3.00, -1: 4.60}
U_hidden = correlation_energy(hidden[1], hidden[0], hidden[-1])
hidden_states = stable_states(hidden, gap_grid)
assert U_hidden > 0 and set(hidden_states) == {1}

# Lattice relaxation: numerical minimum for zero, one and two electrons.
repulsion, stiffness, force, site_energy = 0.30, 880.0, 22.0, 1.0


def relaxed(n):
    def energy(x):
        return (n*site_energy + repulsion*n*(n-1)/2
                + stiffness*x*x/2 - force*n*x)
    return minimize_scalar(energy, bracket=(-0.1, 0.1))


minima = [relaxed(n) for n in range(3)]
U_relaxed = correlation_energy(*(minima[n].fun for n in range(3)))
assert abs(U_relaxed - (repulsion - force**2 / stiffness)) < 1e-8
assert abs(minima[1].x - force / stiffness) < 1e-6
assert abs(U_relaxed - U) < 1e-8


# Temperature: enumerate occupations of one spin-degenerate orbital.
def microstates(fermi, temperature):
    """Return populations of +, 0, - and the grand free energy."""
    kt = K_B * temperature
    log_weights, electron_numbers = [], []
    for up, down in itertools.product((0, 1), repeat=2):
        n = up + down
        energy = defect[1] + n*level_p0 + up*down*U
        # The + state has given one electron to the reservoir.
        log_weights.append(-(energy - (n - 1)*fermi) / kt)
        electron_numbers.append(n)
    log_z = logsumexp(log_weights)
    probability = np.exp(np.array(log_weights) - log_z)
    populations = np.bincount(electron_numbers, weights=probability)
    return populations, -kt * log_z


def thermal_formula(fermi, temperature):
    """Neutral fraction and mean charge from the closed expressions."""
    kt = K_B * temperature
    delta = (fermi - level_pm) / kt
    r = np.exp(U / (2*kt))
    z = 2*np.cosh(delta) + 2*r
    return 2*r/z, -2*np.sinh(delta)/z


thermal = {}
for temperature in (300, 350):
    kt = K_B * temperature
    neutral_scan = []
    for fermi in np.linspace(level_pm - 0.2, level_pm + 0.2, 401):
        p, _ = microstates(fermi, temperature)
        neutral, charge = thermal_formula(fermi, temperature)
        assert abs(p[1] - neutral) < 1e-9
        assert abs((p[0] - p[2]) - charge) < 1e-9
        assert np.isclose(p[1]**2/(p[0]*p[2]), 4*np.exp(U/kt), rtol=1e-7)
        neutral_scan.append(p[1])
    peak = thermal_formula(level_pm, temperature)[0]
    assert abs(max(neutral_scan) - peak) < 1e-9
    edges = [brentq(lambda f: thermal_formula(f, temperature)[1] - target,
                    level_pm - 0.3, level_pm + 0.3)
             for target in (0.9, -0.9)]
    thermal[temperature] = (kt, peak, edges[1] - edges[0],
                            U + 2*kt*np.log(2), abs(U)/kt)
for fermi in np.linspace(0, gap, 20):
    envelope = min(e + s*fermi for s, e in defect.items())
    cold = microstates(fermi, 5)[1]
    assert abs(cold - envelope) <= K_B * 5 * np.log(4) + 1e-12


# Periodic image energy: unit charges on a cubic lattice plus background.
def madelung(split):
    total = -2*split/np.sqrt(np.pi) - np.pi/split**2
    for cell in itertools.product(range(-6, 7), repeat=3):
        n2 = sum(i*i for i in cell)
        if n2:
            distance = np.sqrt(n2)
            g2 = (2*np.pi)**2 * n2
            total += erfc(split*distance)/distance
            total += 4*np.pi/g2 * np.exp(-g2/(4*split**2))
    return -total


alpha = madelung(2.0)
assert abs(alpha - madelung(1.5)) < 1e-8
permittivity, lattice_constant, repeats = 11.7, 0.543, 3
cell_length = repeats * lattice_constant
atoms = 8 * repeats**3
image_error = alpha * COULOMB / (2 * permittivity * cell_length)
image_corrected = {s: e + image_error*s*s for s, e in defect.items()}
U_image = correlation_energy(*(image_corrected[s] for s in (1, 0, -1)))
assert abs(U_image - U - 2*image_error) < 1e-10

# Largest error per energy for which the sign is still certain.
safe_error = abs(U) / 4
worst_U = max(correlation_energy(*(defect[s] + sign*safe_error
              for s, sign in zip((1, 0, -1), signs)))
              for signs in itertools.product((-1, 1), repeat=3))
assert abs(worst_U) < 1e-10
gap_slope = 0.25e-3  # rough silicon narrowing near room temperature, eV/K
gap_loss = gap_slope * (350 - 300)
assert level_pm < gap - gap_loss


def names(states):
    present = set(int(s) for s in states)
    return ", ".join(f"{s:+d}" if s else "0" for s in (1, 0, -1)
                     if s in present)


print(f"Gap: {gap:.2f} eV")
print("Energies at E_F=0 for +1, 0, -1: "
      + ", ".join(f"{defect[s]:.2f}" for s in (1, 0, -1)) + " eV")
print(f"Level (+/0): {level_p0:.3f} eV")
print(f"Level (0/-): {level_0m:.3f} eV")
print(f"Level (+/-): {level_pm:.3f} eV")
print(f"U: {U:.3f} eV = {1000*U:.0f} meV")
print(f"Smallest neutral excess, -U/2: {-U/2:.3f} eV")
print(f"Conduction edge minus (+/0): {gap-level_p0:.3f} eV")
print(f"Conduction edge minus (0/-): {gap-level_0m:.3f} eV")
print(f"Conduction edge minus (+/-): {gap-level_pm:.3f} eV")
print("Table: E_F; E(+1), E(0), E(-1), all eV; stable charge")
for fermi in (0, level_0m, level_pm, level_p0, gap):
    values = [defect[s] + s*fermi for s in (1, 0, -1)]
    lowest = [s for s, v in zip((1, 0, -1), values)
              if abs(v - min(values)) < 1e-9]
    print(f"  {fermi:.3f}; " + ", ".join(f"{v:.3f}" for v in values)
          + f"; {names(lowest)}")
print(f"Stable charges in gap: {names(example_states)}")
for label, case, u_case, states in (
        ("Positive-U contrast", positive, U_positive, positive_states),
        ("Hidden positive-U case", hidden, U_hidden, hidden_states)):
    print(f"{label}, energies +1, 0, -1: "
          + ", ".join(f"{case[s]:.2f}" for s in (1, 0, -1)) + " eV")
    print(f"  levels (+/0), (0/-): {crossing(case, 1, 0):.3f}, "
          f"{crossing(case, 0, -1):.3f} eV")
    print(f"  U: {u_case:.3f} eV; stable in gap: {names(states)}")
print(f"Relaxation model W: {repulsion:.2f} eV")
print(f"Relaxation model K: {stiffness:.0f} eV/nm^2; F: {force:.0f} eV/nm")
print(f"Displacement per electron: {minima[1].x:.4f} nm")
print(f"F^2/K: {force**2/stiffness:.3f} eV; relaxed U: {U_relaxed:.3f} eV")
for temperature, (kt, peak, width, u_free, entropy) in thermal.items():
    print(f"At {temperature} K: kT = {kt:.5f} eV")
    print(f"  largest neutral fraction: {100*peak:.2f} %")
    print(f"  E_F width, mean charge +0.9 to -0.9: {width:.3f} eV")
    print(f"  U with spin entropy: {u_free:.3f} eV")
    print(f"  |U|/kT: {entropy:.2f}; after spin: {-u_free/kt:.2f}")
print(f"Rough gap narrowing, 300 to 350 K: {gap_loss:.4f} eV")
print(f"Supercell: {atoms} atoms, side {cell_length:.3f} nm")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Cubic Madelung constant: {alpha:.4f}")
print(f"Image error for charge +1 or -1: {image_error:.3f} eV")
print(f"Change of U on image correction: {2*image_error:.3f} eV")
print(f"U if inputs lacked that correction: {U_image:.3f} eV")
print(f"Error per energy that can cancel U: {safe_error:.4f} eV")
print("success")
```

Running it gives:

```
Gap: 1.12 eV
Energies at E_F=0 for +1, 0, -1: 1.60, 2.60, 3.35 eV
Level (+/0): 1.000 eV
Level (0/-): 0.750 eV
Level (+/-): 0.875 eV
U: -0.250 eV = -250 meV
Smallest neutral excess, -U/2: 0.125 eV
Conduction edge minus (+/0): 0.120 eV
Conduction edge minus (0/-): 0.370 eV
Conduction edge minus (+/-): 0.245 eV
Table: E_F; E(+1), E(0), E(-1), all eV; stable charge
  0.000; 1.600, 2.600, 3.350; +1
  0.750; 2.350, 2.600, 2.600; +1
  0.875; 2.475, 2.600, 2.475; +1, -1
  1.000; 2.600, 2.600, 2.350; -1
  1.120; 2.720, 2.600, 2.230; -1
Stable charges in gap: +1, -1
Positive-U contrast, energies +1, 0, -1: 1.60, 2.35, 3.35 eV
  levels (+/0), (0/-): 0.750, 1.000 eV
  U: 0.250 eV; stable in gap: +1, 0, -1
Hidden positive-U case, energies +1, 0, -1: 1.60, 3.00, 4.60 eV
  levels (+/0), (0/-): 1.400, 1.600 eV
  U: 0.200 eV; stable in gap: +1
Relaxation model W: 0.30 eV
Relaxation model K: 880 eV/nm^2; F: 22 eV/nm
Displacement per electron: 0.0250 nm
F^2/K: 0.550 eV; relaxed U: -0.250 eV
At 300 K: kT = 0.02585 eV
  largest neutral fraction: 0.79 %
  E_F width, mean charge +0.9 to -0.9: 0.077 eV
  U with spin entropy: -0.214 eV
  |U|/kT: 9.67; after spin: 8.28
At 350 K: kT = 0.03016 eV
  largest neutral fraction: 1.56 %
  E_F width, mean charge +0.9 to -0.9: 0.091 eV
  U with spin entropy: -0.208 eV
  |U|/kT: 8.29; after spin: 6.90
Rough gap narrowing, 300 to 350 K: 0.0125 eV
Supercell: 216 atoms, side 1.629 nm
Relative permittivity: 11.7
Cubic Madelung constant: 2.8373
Image error for charge +1 or -1: 0.107 eV
Change of U on image correction: 0.214 eV
U if inputs lacked that correction: -0.036 eV
Error per energy that can cancel U: 0.0625 eV
success
```
